\section*{The Toroidal Moment of Polarization and the Curl of Electric Field}

\section{Two fields of the same strength}

A ferroelectric disc of radius 8 nm and thickness 4 nm carries a vortex of polarization. If an applied field circulates around the disc axis, grows linearly with radius and reaches 1 MV/cm at the rim, its coupling energy with the vortex is $-233$ eV. If the disc instead sits at a node of a 1 THz free-space wave of amplitude 1 MV/cm, the coupling energy is $-0.020$ eV. The vortex is the same and the quoted field strengths are equal, yet the energies differ by a factor of $1.2\times10^4$. What matters to the vortex is the curl of the field, and the wave has little of it on the scale of the disc.

\section{Assumptions and statement}

A finite body carries a polarization $\mathbf P(\mathbf r)$. Its dipole moment and toroidal moment are
\begin{equation}
\mathbf p=\int \mathbf P\,dV,\qquad
\mathbf G=\frac12\int \mathbf r\times\mathbf P\,dV .
\label{eq:moments}
\end{equation}
The applied field $\mathbf E(\mathbf r)$ is the field that would be present without the body. The energy of the material and of the field made by $\mathbf P$ itself belongs to a separate functional $F[\mathbf P]$. The coupling to the applied field is
\begin{equation}
U=-\int \mathbf P\cdot\mathbf E\,dV .
\label{eq:U}
\end{equation}

This expression does not require $\mathbf E$ to have a scalar potential. For a prescribed profile $\mathbf E(\mathbf r)$, a change $\delta\mathbf P$ gives $\delta U=-\int\mathbf E\cdot\delta\mathbf P\,dV$, which is minus the work done by the applied field on the displaced bound charge. So $U$ is a well-defined function of the polarization even where $\mathbf E$ has a curl in ordinary space. If $\mathbf E$ varies in time, $U$ is the coupling at one instant.

A polarization is called charge-free if $\nabla\cdot\mathbf P=0$ inside the body, $\mathbf P\cdot\mathbf n=0$ on its surface, and the normal component of $\mathbf P$ is continuous across any domain wall.

\paragraph{Theorem.} Let $\mathbf C$ be a constant vector.

(a) The field $\mathbf E=\frac12\mathbf C\times\mathbf r$ has uniform curl $\mathbf C$, and its coupling is $U=-\mathbf G\cdot\mathbf C$.

(b) An electrostatic field has $\mathbf C=0$. It couples to bound charge alone, and its coupling to a charge-free polarization vanishes, however non-uniform the field is.

(c) If the polarization is charge-free, every field whose curl equals $\mathbf C$ throughout a ball containing the body gives $U=-\mathbf G\cdot\mathbf C$.

\section{Proof of (a), and the general linear field}

Take the $z$ axis along $\mathbf C$. Then $\frac12\mathbf C\times\mathbf r=\frac12C(-y,x,0)$. The $z$ component of its curl is $\partial_xE_y-\partial_yE_x=\frac12C+\frac12C=C$, and the other two vanish because the field has no $z$ component and does not depend on $z$. The curl is therefore $\mathbf C$. Inserting the field in (\ref{eq:U}) and using the cyclic property of the triple product, $\mathbf P\cdot(\mathbf C\times\mathbf r)=\mathbf C\cdot(\mathbf r\times\mathbf P)$, gives
\begin{equation}
U=-\frac12\int\mathbf P\cdot(\mathbf C\times\mathbf r)\,dV
=-\mathbf C\cdot\frac12\int\mathbf r\times\mathbf P\,dV
=-\mathbf G\cdot\mathbf C .
\label{eq:main}
\end{equation}
The factor $\frac12$ in the definition of $\mathbf G$ is the one that a rotational field needs to have curl $\mathbf C$. This proves (a).

To see where this term sits among the others, consider a general linear field $E_i=E_{0i}+A_{ij}r_j$, with repeated indices summed and $A_{ij}=\partial_jE_i$. Its curl is $C_k=\epsilon_{klm}\partial_lE_m=\epsilon_{klm}A_{ml}$. Since $\epsilon_{ikj}=\epsilon_{kji}$,
\begin{align}
\tfrac12(\mathbf C\times\mathbf r)_i
&=\tfrac12\epsilon_{kji}\epsilon_{klm}A_{ml}r_j
=\tfrac12(\delta_{jl}\delta_{im}-\delta_{jm}\delta_{il})A_{ml}r_j \nonumber\\
&=\tfrac12(A_{ij}-A_{ji})r_j .
\end{align}
The antisymmetric part of the gradient is thus the rotational field. With $S_{ij}=\frac12(A_{ij}+A_{ji})$ for the rest,
\begin{equation}
U=-\mathbf p\cdot\mathbf E_0-\mathbf G\cdot\mathbf C-S_{ij}\int P_ir_j\,dV .
\label{eq:linear}
\end{equation}

\paragraph{Remark on the origin.} Measured from a point $\mathbf b$, the toroidal moment is
\begin{equation}
\mathbf G_b=\frac12\int(\mathbf r-\mathbf b)\times\mathbf P\,dV=\mathbf G-\frac12\mathbf b\times\mathbf p .
\end{equation}
It depends on the origin unless $\mathbf p=0$. The energy does not. About the new origin the field of (a) reads $\frac12\mathbf C\times\mathbf b+\frac12\mathbf C\times(\mathbf r-\mathbf b)$, so
\begin{equation}
U=-\frac12\mathbf p\cdot(\mathbf C\times\mathbf b)-\mathbf C\cdot\mathbf G
+\frac12\mathbf C\cdot(\mathbf b\times\mathbf p)=-\mathbf C\cdot\mathbf G ,
\end{equation}
because $\mathbf p\cdot(\mathbf C\times\mathbf b)=\mathbf C\cdot(\mathbf b\times\mathbf p)$. For a body whose net dipole is not parallel to $\mathbf C$, only the sum of the dipole and toroidal terms is independent of the origin. If $\mathbf p$ is parallel to $\mathbf C$, as for an axial vortex core, the dipole term vanishes and $-\mathbf G\cdot\mathbf C$ is itself independent of the origin. In a general linear field the third term of (\ref{eq:linear}) must be included in the sum.

\section{Proof of (b) and (c)}

An electrostatic field is $\mathbf E=-\nabla\phi$. Its gradient matrix $A_{ij}=-\partial_j\partial_i\phi$ is symmetric, so $\mathbf C=0$ and the second term of (\ref{eq:linear}) is absent. For a potential of any shape, not only a quadratic one, the product rule and the divergence theorem give
\begin{align}
U&=\int\mathbf P\cdot\nabla\phi\,dV
=\int\left[\nabla\cdot(\phi\mathbf P)-\phi\nabla\cdot\mathbf P\right]dV \nonumber\\
&=\oint\phi\,\mathbf P\cdot\mathbf n\,dS+\int\phi\,(-\nabla\cdot\mathbf P)\,dV .
\label{eq:bound}
\end{align}
These are the energies of the surface bound charge $\mathbf P\cdot\mathbf n$ and the volume bound charge $-\nabla\cdot\mathbf P$ in the potential $\phi$. A domain wall across which the normal component of $\mathbf P$ jumps adds a surface charge of the same kind. If the polarization is charge-free, every term is zero. This proves (b).

For (c), let $\mathbf E$ have curl $\mathbf C$ throughout the ball. Then $\mathbf E-\frac12\mathbf C\times\mathbf r$ has zero curl there. A ball is simply connected, so this difference is $-\nabla\phi$ for some $\phi$. By (\ref{eq:bound}) it contributes nothing, and (\ref{eq:main}) gives the rest. $\square$

Two consequences are used below. Choosing $\phi=-x$, $-y$ and $-z$ in turn shows that a charge-free polarization has $\mathbf p=0$, so its $\mathbf G$ does not depend on the origin. Choosing $\phi=xy$ gives
\begin{equation}
\int(yP_x+xP_y)\,dV=0
\quad\Longrightarrow\quad
\int xP_y\,dV=\frac12\int(xP_y-yP_x)\,dV=G_z .
\label{eq:half}
\end{equation}

The ball in (c) matters. If a ring-shaped body encloses a changing magnetic flux that is confined to its hole, the curl is zero in the material, but the field still circulates around the ring and is not a gradient there.

\section{What supplies the curl}

Faraday's law, $\nabla\times\mathbf E=-\partial\mathbf B/\partial t$, turns (\ref{eq:main}) into
\begin{equation}
U=+\mathbf G\cdot\frac{d\mathbf B}{dt}
\label{eq:faraday}
\end{equation}
if the induced field is the one in (a). For a charge-free polarization it is enough, by (c), that $d\mathbf B/dt$ is uniform throughout a ball containing the body. A long solenoid with a changing current is an example in the quasi-static limit, where $dB/dt$ changes little in the time light takes to cross the body. By symmetry the induced field is azimuthal, and its circulation at radius $r$ from the axis is $2\pi rE_\theta=-\pi r^2\,dB/dt$. Hence $E_\theta=-\frac12r\,dB/dt$, which is the field of (a) with $C=-dB/dt$.

Sharp electrodes do not replace a changing magnetic field. They can make $\partial_xE_y$ very large over a few nanometres, but in an electrostatic field $\partial_yE_x$ is then equally large, and the curl is the difference of the two.

\section{What the theorem leaves open}

The theorem concerns the coupling at a prescribed $\mathbf P$. It does not say that static fields cannot control a vortex. A static field deforms the polarization and may drive it along a path that ends in the opposite sense. It can also tell the two senses apart directly if the polarization has bound charge that reverses with $\mathbf G$. Two cases show how.

\paragraph{Two antiparallel domains.} Let a block of sides $L_x$, $L_y$, $h$, centred at the origin, have $P_y=P_0$ for $x>0$ and $P_y=-P_0$ for $x<0$. Then
\begin{equation}
M=\int xP_y\,dV=P_0L_yh\int_{-L_x/2}^{L_x/2}|x|\,dx=\frac{P_0L_yhL_x^2}{4},
\qquad G_z=\frac M2 .
\end{equation}
Relation (\ref{eq:half}) fails because the ends $y=\pm L_y/2$ carry bound charge. The static field $\frac12C(y,x,0)$, which is $-\nabla(-\frac12Cxy)$ and has no curl, gives $U=-\frac12CM=-G_zC$. This equals the energy in the rotational field $\frac12C(-y,x,0)$. Here an electrostatic field distinguishes the two senses as well as a curl does, but it acts through the third term of (\ref{eq:linear}), on the charged ends. If the domains are closed so that the ends lose their charge, this static coupling disappears.

\paragraph{An asymmetric vortex.} Let a disc of radius $R$ carry the azimuthal polarization $P_\theta(r)(1+a\,x/R)$, with $x=r\cos\theta$. The added part does not change $G_z$, because $\cos\theta$ averages to zero around a circle. It does produce a dipole:
\begin{equation}
p_y=\int P_\theta\cos\theta\left(1+\frac{ar\cos\theta}{R}\right)dV
=\frac aR\,\frac12\int rP_\theta\,dV=\frac{aG_z}{R},
\label{eq:asym}
\end{equation}
since $\cos^2\theta$ averages to $\frac12$. A uniform static field $E_y$ then has the coupling $-aG_zE_y/R$. If the shape of the body fixes $a$, reversing the vortex reverses $p_y$, and the field favours one sense. If $a$ is free to change sign together with $G_z$, the dipole stays the same and this selection is lost.

\section{The disc in numbers}

The disc has $R=8$ nm and $h=4$ nm. Its azimuthal polarization rises linearly to $P_s=70\ \mu$C/cm$^2$ at $r=w=2$ nm and stays constant beyond. It has no radial or axial part and does not vary with angle around the axis, so it is charge-free. With $dV=2\pi hr\,dr$ after the angular integration,
\begin{align}
G&=\frac12\int rP_\theta\,dV=\pi h\int_0^Rr^2P_\theta\,dr
=\pi hP_s\left(\frac{w^3}{4}+\frac{R^3-w^3}{3}\right) \nonumber\\
&=\pi hP_s\left(\frac{R^3}{3}-\frac{w^3}{12}\right).
\end{align}
The bracket is $170.67-0.67=170.0$ nm$^3$, so the core lowers $G$ by only 0.4\% relative to a vortex of constant magnitude. The result is
\begin{equation}
G=\pi(4\ \mathrm{nm})(0.70\ \mathrm{C/m^2})(170.0\ \mathrm{nm^3})
=1.50\times10^{-33}\ \mathrm{C\,m^2},
\end{equation}
or about $9.3\times10^3\ e\,$nm$^2$.

\paragraph{The rotational field.} The field of (a) is $CR/2$ at the rim. For 1 MV/cm, or $10^8$ V/m,
\begin{equation}
C=\frac{2\times10^8\ \mathrm{V/m}}{8\times10^{-9}\ \mathrm m}
=2.5\times10^{16}\ \mathrm{V/m^2} .
\end{equation}
With $\mathbf G$ parallel to $\mathbf C$ this gives $U=-GC=-233$ eV, and the two senses differ by $2GC=467$ eV. By (\ref{eq:faraday}) the magnetic field must change at $2.5\times10^{16}$ T/s, which means 1 T in $4\times10^{-17}$ s.

\paragraph{The wave.} Let the wave travel along $x$ in the plane of the disc, with $E_y=E_0\sin(kx)$ at the instant considered and its magnetic field along the disc axis. Expanding the sine and using the angular averages $\frac12$ of $\cos^2\theta$ and $\frac38$ of $\cos^4\theta$,
\begin{align}
U&=-E_0\int P_y\left(kx-\frac{k^3x^3}{6}+\dots\right)dV \nonumber\\
&=-GE_0k\left[1-\frac{k^2}{8}\,
\frac{\int_0^RP_\theta r^4dr}{\int_0^RP_\theta r^2dr}+\dots\right].
\end{align}
The leading term is $-GC$ with the curl $C=E_0k$ at the node, as (\ref{eq:half}) requires. The correction for non-uniform curl is $2\times10^{-9}$ of it. For 1 MV/cm and 1 THz the curl is $2.10\times10^{12}$ V/m$^2$, and $U=-19.6$ meV.

The opening ratio follows at once. The rotational field has curl $2E_0/R$ and the wave has $E_0k$, so for equal $E_0$ the ratio is $2/(kR)$. With $kR=1.68\times10^{-4}$ this is $1.19\times10^4$. The rotational part of the wave's field is only $8.4\times10^{-5}$ MV/cm at the rim.

In the wave the two senses differ by 39 meV at the best instant, against a thermal energy of 26 meV at 300 K. This is not a steady bias, because the curl changes sign every 0.5 ps.

\paragraph{Static fields.} Point charges $e$ and $-2e$ were placed outside the disc at $(1.6R,0.3R,0.5h)$ and $(-0.4R,1.7R,-0.8h)$, measured from its centre. Direct integration of $\mathbf P\cdot\mathbf E$ over the symmetric vortex gives zero to within $10^{-10}$ of the integral of $|\mathbf P\cdot\mathbf E|$. With the asymmetry $a=0.2$ the same charges give $-2.87$ eV. The dipole is then $0.2\times9333/8=233\ e\,$nm. Its digits match those of the 233 eV above because $2E_0$ happens to be 0.2 V/nm.

\section{Comparison with real discs}

The polarization and size are rough values in the regime of lead titanate, and a wave amplitude of 1 MV/cm near 1 THz is roughly what strong laboratory pulses reach. The rotational field of 1 MV/cm is about a third of a rough thin-film breakdown field of 3 MV/cm. On the time scale of the lattice its required $dB/dt$ is the unrealistic part: it is $1.2\times10^4$ times that of the wave, and at 1 THz it would need a magnetic amplitude $C/\omega\approx4\times10^3$ T. Light of wavelength 800 nm reaches the same curl with $E_0=C/k\approx32$ MV/cm, but that curl reverses every 1.3 fs, far faster than the ions can follow.

The assumption most easily broken is perfect symmetry. A quarter period after the node, the wave's field is nearly uniform over the disc with magnitude $E_0$. By (\ref{eq:asym}) its coupling to an asymmetric vortex has magnitude $aGE_0/R$, which equals the toroidal coupling $GE_0k$ when $a=kR=1.7\times10^{-4}$. At $a=0.2$ it is larger by a factor $a/(kR)$, about $1.2\times10^3$. In an experiment on such a disc, a response that depends on the sense of the vortex would therefore not by itself show a coupling to curl.

The prescribed polarization is a second simplification. In the rotational field, a rough lattice susceptibility $\chi=100$ gives an induced rim polarization $\varepsilon_0\chi E$ of 8.9 $\mu$C/cm$^2$, or 13\% of $P_s$. For a scalar $\chi$ that is uniform over the disc, it is azimuthal and charge-free, so it creates no opposing electrostatic field. Crystal anisotropy can make the response vary with angle and add bound charge. The size of its energy is
\begin{equation}
\frac12\varepsilon_0\chi\int\left(\frac{Cr}{2}\right)^2dV
=\frac{\varepsilon_0\chi C^2}{8}\,2\pi h\,\frac{R^4}{4}
=\frac{\pi\varepsilon_0\chi hC^2R^4}{16}=11\ \mathrm{eV},
\end{equation}
about 5\% of the linear term. In this linear estimate the energy is even in $C$ and lowers both senses equally if $\chi$ is the same for both. A nonlinear response adds terms odd in $C$, which change the energy difference between the senses. The linear estimate fails if the field is strong enough to make the opposed sense unstable, and 1 MV/cm is not far from that. A local quartic double well with the same $P_s$ and $\chi$ has the intrinsic coercive field $P_s/(3\sqrt3\,\varepsilon_0\chi)=1.5$ MV/cm, and at 1 MV/cm its polarization changes by about $+11\%$ along the field and $-16.5\%$ against it.

In the wave, the induced energy can exceed the toroidal one. As an estimate, replace the disc by a uniform spheroid of the same volume $V$ and thickness-to-diameter ratio, with in-plane depolarization factor $N=0.148$. For a static, positive $\chi$ its linear response $\varepsilon_0\chi E_0/(1+N\chi)$ cannot exceed $\varepsilon_0E_0/N$, so the energy is at most $\varepsilon_0VE_0^2/(2N)=1.5$ eV in magnitude, or 77 times the toroidal coupling. For $\chi=100$ the energy is a fraction $N\chi/(1+N\chi)=0.94$ of this limit, so it does exceed the toroidal coupling by far. The limit does not apply near a resonance of the polarization, or if the depolarizing field stabilizes a state with negative $\chi$; the response can then be larger. For a symmetric vortex this energy is the same for both senses and selects neither, but it shows that the response to the uniform part of the wave cannot be neglected beside the toroidal coupling. The energies above therefore describe a prescribed vortex and are not switching thresholds. The main values used here are listed in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough values, lead titanate regime)
polarization Ps = 70.0 uC/cm2
disc radius R = 8.0 nm
disc thickness h = 4.0 nm
core radius w = 2.0 nm
temperature = 300 K
lattice susceptibility chi = 100
breakdown field, rough = 3.0 MV/cm
TOROIDAL MOMENT AND ROTATIONAL FIELD
disc volume = 804.2 nm3
toroidal moment G = 1.4954e-33 C m2
toroidal moment G = 9333.5 e nm2
chosen rim field = 1.00 MV/cm
required curl = 2.500e+16 V/m2
required magnitude of dB/dt = 2.500e+16 T/s
time to change B by 1 T at that rate = 4.000e-17 s
coupling energy, G parallel to curl = -233.34 eV
energy difference of two senses = 466.68 eV
ELECTROSTATIC TESTS
charge-free vortex residual below 1e-10: True
test asymmetry a = 0.20
asymmetric vortex dipole = 233.34 e nm
its energy in test-charge field = -2.8745 eV
FREE-SPACE WAVE
wave frequency = 1.00 THz
wave field amplitude = 1.00 MV/cm
wave magnetic amplitude = 0.3336 T
wave curl amplitude = 2.0958e+12 V/m2
rotational rim field in wave = 8.383e-05 MV/cm
required curl / wave curl = 1.193e+04
wave coupling energy = -19.562 meV
wave energy difference of senses = 39.123 meV
thermal energy kT = 25.852 meV
curl for sense difference kT = 1.385e+12 V/m2
asymmetry for equal uniform coupling = 1.677e-04
NEGLECTED EFFECTS
induced rim polarization = 8.85 uC/cm2
induced / spontaneous polarization = 0.1265
induced energy magnitude = 11.11 eV
induced / linear energy = 0.0476
rim field / breakdown field = 0.333
wave nonuniform-curl deficit = 2.116e-09
wave half period = 0.500 ps
in-plane depolarization factor = 0.1482
uniform-field second-order bound = 1.500 eV
that bound / wave toroidal energy = 76.7
\end{verbatim}
